# How Far Does Weakly Absorbed Light Travel in a Textured Silicon Slab?

## Question

Near its indirect absorption edge, silicon absorbs so weakly that most light crosses a thin slab unused. Suppose that the rear face is textured and backed by a mirror. By what factor does this lengthen the path of the light inside the slab, compared with one straight crossing? How does the factor scale with the refractive index $n$ and the thickness $d$, and how much of it survives as actual absorption?

## Answer

In the ray-optics limit of vanishing absorption the factor is $4n^2$. With the round value $n=3.5$ for silicon this is 49. It is made of a factor $n^2$ for the number of round trips, a factor 2 for the two passes in each, and a factor 2 for their obliquity. It does not depend on $d$, so the path itself grows in proportion to $d$.

### The model and the origin of weak absorption

The front face is flat and has an ideal antireflection coating: a ray inside the escape cone leaves with certainty, and every other ray is totally reflected. The rear mirror is lossless and, at first, scatters all light into a Lambertian distribution. Passes are added as intensities, without interference. The absorption coefficient is $\alpha$, and $\tau=\alpha d$ is the optical thickness.

The algebra uses atomic units, so $\omega$ is both the photon's frequency and its energy. In an indirect transition a phonon supplies the momentum difference between electron and hole. At low temperature phonons can be emitted but hardly absorbed, and the threshold $E_t$ is the gap plus the phonon energy. The excess $W=\omega-E_t$ is shared between an electron of kinetic energy $\varepsilon$ and a hole of kinetic energy $W-\varepsilon$. For parabolic bands each density of states varies as the square root of the kinetic energy. With constant matrix elements and no excitons, the number of final states is proportional to

$$\int_0^W\sqrt{\varepsilon(W-\varepsilon)}\,d\varepsilon .$$

Put $\varepsilon=W\sin^2\phi$. The root becomes $W\sin\phi\cos\phi$, and $d\varepsilon=2W\sin\phi\cos\phi\,d\phi$. The integral is then

$$2W^2\int_0^{\pi/2}\sin^2\phi\cos^2\phi\,d\phi
=\frac{W^2}{2}\int_0^{\pi/2}\sin^2 2\phi\,d\phi=\frac{\pi W^2}{8}.$$

Neglecting slowly varying prefactors, $\alpha=B(\omega-E_t)^2$. The example takes the round model parameters $E_t=1.15$ eV, $B=5\times10^{-5}$ Å$^{-1}$eV$^{-2}$ and $d=10^6$ Å. At $\omega=1.155$ eV the excess is 0.005 eV, so

$$\alpha=5\times10^{-5}\times(0.005)^2=1.25\times10^{-9}\ \text{Å}^{-1},\qquad \tau=1.25\times10^{-3}.$$

A single pass absorbs about one part in 800.

These parameters define a model edge and are not a fit to silicon. The gap of cold silicon is about 1.17 eV, so its threshold for phonon emission lies above the value used here. At room temperature the gap is smaller and phonon absorption adds a further contribution, which dominates close to the emission threshold. A real slab of this thickness then has $\tau$ of order 0.1 at 1.155 eV, nearly two orders of magnitude above the model value. Excitons, with a binding energy of about 15 meV, start the absorption below $E_t$ and strengthen it over the whole range considered: in a hydrogenic model the increase over the free-carrier result is very large at the smallest excesses and still several-fold at an excess of 0.1 eV. The photon energies below therefore illustrate the model. The path factor, and the absorptance at a given $\tau$, do not depend on how $\alpha$ arises.

### Counting the passes

Let $\theta$ be the angle from the normal inside the slab. Lambertian light has constant radiance. Its flux through a plane is weighted by $\cos\theta$ and by the solid angle, which is proportional to $\sin\theta\,d\theta$. The normalized flux distribution is

$$2\sin\theta\cos\theta\,d\theta=dx,\qquad x=\sin^2\theta,\quad 0<x<1 .$$

It is uniform in $x$. Snell's law gives the critical angle $\sin\theta_c=1/n$, so the fraction of an upward pass that escapes is

$$p=\int_0^{1/n^2}dx=\frac1{n^2}.$$

Every ray that fails to escape returns to the rear face and is scattered upward again. The mean number $N$ of upward passes therefore obeys $N=1+(1-p)N$, which gives $N=1/p=n^2$. For $n=3.5$, the escape fraction is 0.0816 and $N=12.25$.

A pass at angle $\theta$ has length $d/\cos\theta=d/\sqrt{1-x}$. The mean upward pass, in units of $d$, is

$$\int_0^1\frac{dx}{\sqrt{1-x}}=2 .$$

The flat front reflects trapped rays without changing their angle. Their downward passes add, per upward pass,

$$\int_{1/n^2}^1\frac{dx}{\sqrt{1-x}}=2\sqrt{1-\frac1{n^2}}=2\cos\theta_c .$$

For normally incident light the first crossing has length $d$. The mean total path $\ell$ is thus

$$\frac{\ell}{d}=1+2n^2(1+\cos\theta_c).$$

For large $n$, $\cos\theta_c\simeq1-1/(2n^2)-1/(8n^4)$. Hence

$$\frac{\ell}{d}\simeq1+4n^2-1-\frac1{4n^2}=4n^2-\frac1{4n^2}.$$

The numbers are $1+12.25\,(2+1.9166)=48.98$, against $4n^2=49$. The slab of $10^6$ Å offers a path of about $4.9\times10^7$ Å, or 4.9 mm.

### Why hemispherical light gives the same factor

Now let the incident light be Lambertian outside the slab. Snell's law, $\sin\theta_{\rm out}=n\sin\theta$, gives $x_{\rm out}=n^2x$. One unit of incident flux, uniform over $0<x_{\rm out}<1$, fills the internal interval $0<x<1/n^2$ with density $n^2$.

Without absorption, a steady state has this same density $n^2$ at all $x$, in both the upward and the downward flux. Inside the cone the incident light maintains the downward flux; outside it total reflection does. The rear face turns a uniform distribution into a uniform one, whether it scatters or reflects specularly. The escaping flux is $n^2\times(1/n^2)=1$, as energy conservation requires. The mean path per incident ray is the flux density times the pass length, summed over both directions:

$$\frac{\ell}{d}=2\int_0^1\frac{n^2\,dx}{\sqrt{1-x}}=4n^2 .$$

In this model the equality is exact. It also holds if the rear face scatters only a fraction $s>0$ of the light and reflects the rest specularly. Some scattering is needed to connect the trapped directions to the cone, but its strength drops out. A discretized transport equation confirms this in tests at $s=1$, $0.5$ and $0.1$.

At $s=0$ the trapped directions are never filled. The integral then stops at $x=1/n^2$, and the path is $4n^2(1-\cos\theta_c)\simeq2$: one trip down and one back. Texture thus gains its large factor by filling directions that a flat slab cannot reach from outside.

The same argument shows how the limit changes with angular acceptance. Suppose that an ideal lossless filter lets light enter and leave only within an external angle $\theta_a$, and reflects the rest. The open interval shrinks to $p=\sin^2\theta_a/n^2$. For light that fills this interval the density is $1/p$, and the path becomes $4d/p=4n^2d/\sin^2\theta_a$. The value $4n^2$ therefore belongs to a slab open to the full hemisphere. A larger value is possible at the price of refusing light from other directions.

### From path to absorption

A path 49 times longer cannot make absorption 49 times larger once the absorbed fraction is appreciable. For a first estimate, note that a round trip has mean length near $4d$. It absorbs about $4\tau$ if that number is small, while the escape probability is $1/n^2$. Treating these as competing small probabilities gives the absorptance

$$A\simeq\frac{4\tau}{4\tau+1/n^2}=\frac{4n^2\tau}{1+4n^2\tau}.$$

The full enhancement therefore requires $4n^2\tau\ll1$, which is stricter than $\tau\ll1$.

For normal incidence and full scattering, the angular spread can be kept. Write $c=\cos\theta_c$ and $\mu=\cos\theta$, so that $dx=-2\mu\,d\mu$. The integrals needed have the form

$$\int_0^b2\mu e^{-y/\mu}d\mu=2b^2\int_1^\infty\frac{e^{-(y/b)t}}{t^3}dt=2b^2E_3(y/b),$$

where $\mu=b/t$ was substituted and the last integral defines $E_3$. An upward ray survives its pass and escapes with probability $e$. It survives both passes and returns to the rear face with probability $r$:

$$e=\int_c^1 2\mu e^{-\tau/\mu}d\mu=2E_3(\tau)-2c^2E_3(\tau/c),$$

$$r=\int_0^c2\mu e^{-2\tau/\mu}d\mu=2c^2E_3(2\tau/c).$$

A fraction $e^{-\tau}$ survives the first crossing. The total escaping fraction is $e^{-\tau}e(1+r+r^2+\cdots)$, where the factor $e$ after the exponential is the probability just defined. With lossless faces the remainder is absorbed:

$$A=1-\frac{e^{-\tau}\,e}{1-r}.$$

At 1.155 eV, $4n^2\tau=49\times0.00125=0.06125$, and the simple estimate is $0.06125/1.06125=0.0577$. The closed formula gives 0.0574, and a random ray trace gives $0.0574\pm0.0001$, where the uncertainty is one standard error. Thus $A/\tau$ is 45.9, already below 49 although only 6% of the light is absorbed.

| Photon energy (eV) | $\tau$ | $A$, trapped | $A$, single pass |
|---|---:|---:|---:|
| 1.155 | 0.00125 | 0.057 | 0.00125 |
| 1.170 | 0.020 | 0.483 | 0.020 |
| 1.200 | 0.125 | 0.847 | 0.118 |
| 1.250 | 0.500 | 0.963 | 0.393 |

The gain in absorptance falls from about 46 in the first row to about 2.4 in the last, because $A$ cannot exceed 1.

### What the edge gains

Half the light is absorbed in a single pass when $\tau=\ln2$. With trapping, the simple estimate requires $\tau=1/(4n^2)$. Since $\tau=BdW^2$, the two excess energies are

$$W_{\rm single}=\sqrt{\frac{\ln2}{Bd}},\qquad
W_{\rm trap}\simeq\frac1{2n\sqrt{Bd}},\qquad
\frac{W_{\rm single}}{W_{\rm trap}}\simeq2n\sqrt{\ln2}=5.83 .$$

The square law turns a gain of order $n^2$ in path into a gain of order $n$ in energy. Here $Bd=50$ eV$^{-2}$, so the estimates are 0.118 eV and 0.020 eV. The closed formula puts the trapped value at 0.0207 eV and the ratio at 5.69. The simple ratio is about 2.5% higher than this. In this model, trapping moves the half-absorption point about 0.097 eV closer to the threshold. For a real slab the shift must be found from the measured $\alpha(\omega)$, since excitons and phonon absorption alter the square law at such small excesses.

### What reduces the factor

**Mirror loss.** If the mirror has reflectance $R$, each arrival at the rear produces $R$ upward rays on average. Then $N=R[1+(1-1/n^2)N]$, and

$$N=\frac{R}{1-R(1-1/n^2)},\qquad \frac{\ell}{d}=1+2N(1+\cos\theta_c).$$

For $R=0.98$ the path is $39.4d$ instead of $49.0d$. A loss of 2% per reflection costs about 20% of the path, because the light meets the mirror many times. The loss to compare is $1-R$ against the escape probability $1/n^2\approx0.08$, not against 1.

**Weak scattering.** At $s=0.1$ the zero-absorption path for Lambertian light is still $49d$, but at $\tau=0.00125$ the ratio $A/\tau$ is about 30, compared with about 46 at $s=1$. A trapped ray now escapes with probability $s/n^2\approx0.008$ per round trip, while its absorption is about $4\tau=0.005$. These are comparable. Few rays become trapped, and absorption removes many of them before they complete the very long paths that maintain the mean. For $s\ll1$ the condition for the full factor is therefore roughly $4n^2\tau/s\ll1$.

**Wave optics.** With $c_0$ the speed of light, the wave number in the slab is $n\omega/c_0$, so the internal wavelength is $2\pi c_0/(n\omega)$. This is 3067 Å at 1.155 eV, and the slab is about 326 wavelengths thick. A ray description is reasonable if coherence between passes is also absent. In a slab comparable to a wavelength, discrete guided modes replace the continuous range of angles, and this derivation no longer applies.

The use of a real index is safe here. A field decaying as $e^{-\kappa\omega z/c_0}$ has intensity decaying at the rate $\alpha=2\kappa\omega/c_0$. The extinction index is therefore $\kappa=\alpha c_0/(2\omega)\approx1.1\times10^{-6}$, far below $n$. The numerical output below lists the values used.

## Values computed for the example and the checks

```
refractive index n: 3.5 (dimensionless)
slab thickness d: 1.000e+06 angstrom
indirect threshold: 1.150 eV
edge strength B: 5.00e-05 1/(angstrom eV^2)
main photon energy: 1.155 eV
absorption coefficient: 1.250e-09 1/angstrom
optical thickness tau: 1.250e-03 (dimensionless)
wavelength inside slab: 3067 angstrom
thickness / inside wavelength: 326
extinction index kappa: 1.07e-06 (dimensionless)
critical angle: 16.60 degree
cosine of critical angle: 0.95831
escape fraction per front hit: 0.08163
mean number of upward passes: 12.25
mean oblique pass / d: 2.0000
trapped downward contribution / d: 1.9166
4 n^2 path enhancement: 49.00
transport path / d, Lambertian light, s=1: 49.0000
transport path / d, Lambertian light, s=0.1: 49.0000
normal-incidence path / d: 48.9787
4 n^2 path: 4.900e+07 angstrom
4 n^2 path converted: 4.90 mm
path / d with mirror R=0.98: 39.38
ray-trace absorptance: 0.05736 +/- 0.00011
absorptance / tau, Lambertian light, s=1: 45.99
absorptance / tau, Lambertian light, s=0.1: 29.80
normal incidence; A = absorptance, all but energy dimensionless:
energy(eV)  tau       A_closed  A_simple  A_single  A_closed/tau
1.155       0.00125   0.05736   0.05771   0.00125   45.89
1.170       0.02000   0.48326   0.49495   0.01980   24.16
1.200       0.12500   0.84680   0.85965   0.11750   6.77
1.250       0.50000   0.96332   0.96078   0.39347   1.93
half-absorption excess, trapped: 0.0207 eV
half-absorption excess, single pass: 0.1177 eV
ratio of these excesses: 5.687
estimated ratio 2 n sqrt(ln 2): 5.828
```
